Why Tamm-Dancoff Triplets Survive a Hartree-Fock-Like Instability

**Q:** For one of our conjugated molecules, the lowest triplet from time-dependent density functional theory comes out far too low with a functional rich in exact exchange. At a twisted geometry it becomes imaginary. The Tamm-Dancoff approximation, TDA, gives a sensible number in both cases. Why should leaving something out help?

**A:** Let us find out what is left out, in a case small enough to solve completely. Take two sites with one π orbital each and two electrons. The hopping energy is t, the repulsion is U on the same site and V between neighbours, and W = U − V is positive. Twisting the bond reduces t. This is a model with round parameters, not your molecule.

The closed-shell reference puts both electrons in the bonding orbital i = (1, 1)/√2, and the empty orbital is a = (1, −1)/√2. With γσ the density matrix of spin σ, and n its site populations, I take the energy functional

E = −2t Re(γ↑₁₂ + γ↓₁₂) + ½ Σpq vpq np nq
  − (c/2) Σσ Σpq vpq |γσpq|² − (1−c)(I/2) Σσp nσp²

Here v₁₁ = v₂₂ = U and v₁₂ = V. The number c is the fraction of exact exchange, and I sets the strength of a local exchange-correlation term. At c = 1 this is Hartree-Fock; smaller c mimics a global hybrid.

**Q:** How does a triplet energy come out of that?

**A:** Disturb the two spins oppositely, δγ↑ = −δγ↓ = δ, and see how fast the disturbance oscillates. To first order δ only mixes i and a:

δ = z |a⟩⟨i| + z* |i⟩⟨a|

With τ for time and ħ = 1, the equation of motion i dγ/dτ = [F, γ] linearizes to

i dδ/dτ = [F₀, δ] + [δF, γ₀],  γ₀ = |i⟩⟨i|

Take the element ⟨a|…|i⟩. The first commutator gives Δz, where Δ is the orbital gap. The second gives ⟨a|δF|i⟩, because γ₀|i⟩ = |i⟩ and ⟨a|γ₀ = 0.

The total density does not change, so the Hartree term drops out of δF. Differentiating the rest of E gives

δFpq = −c vpq δpq − (1−c) I δpp (the last term for p = q only)

Insert δpq = z ap iq + z* ip aq:

⟨a|δF|i⟩ = −c(Jz + Kz*) − (1−c)(I/2)(z + z*)

J = Σpq ap² vpq iq² = (U+V)/2
K = Σpq ap ip vpq aq iq = (U−V)/2 = W/2

The factor ½ beside I is Σp ap² ip². Hence

i dz/dτ = Az + Bz*
A = Δ − cJ − (1−c)I/2
B = −cK − (1−c)I/2

TDA drops Bz*, so its excitation energy is A. The full calculation keeps it. Writing z = x + iy and separating real and imaginary parts,

dx/dτ = (A−B) y
dy/dτ = −(A+B) x

Differentiating the first equation and inserting the second gives x″ = −(A−B)(A+B)x, so

ω² = (A−B)(A+B) = A² − B²

**Q:** So B always lowers the full result. Which of the two factors causes the trouble?

**A:** We need Δ first. Hopping contributes 2t. Exact exchange adds −cV/2 to the off-diagonal element of F, since every element of γ₀ is ½. The effective hopping is therefore t + cV/2, and Δ = 2t + cV. The other terms shift both orbitals equally.

Now use J − K = V and J + K = U:

A − B = 2t + cV − cV = 2t
A + B = 2t + cV − cU − (1−c)I = 2t − S
S = cW + (1−c)I

In this model the first factor does not depend on the functional. The second contains everything the functional says about spin, collected in S. Since S = I + c(W − I), more exact exchange raises S only if I < W. I assume that here, because it gives the behaviour you describe; the model does not derive it. The second factor reaches zero when S = 2t:

ω² = 2t(2t − S),  ω_TDA = 2t − S/2

**Q:** What does A + B mean physically? I would like more than "a matrix element became small".

**A:** It is the stiffness of the closed-shell state against pulling up-spin to one site and down-spin to the other. Rotate the occupied orbitals in opposite directions:

φ↑ = cosθ i + sinθ a,  φ↓ = cosθ i − sinθ a

The up-spin populations become ½(1 ± sin2θ), the down-spin ones are reversed, and each γ₁₂ is ½cos2θ. The kinetic energy is −2t cos2θ and the Hartree energy is unchanged. For both spins together, exact exchange gives

−(c/2)[U(1 + sin²2θ) + V(1 − sin²2θ)]

whose angular part is −(cW/2) sin²2θ. The local term adds −(1−c)(I/2) sin²2θ. Altogether

E(θ) − E(0) = 2t(1 − cos2θ) − (S/2) sin²2θ

For small θ this is 4tθ² − 2Sθ² = 2(A+B)θ². Delocalization, through 2t, resists spin separation, while exchange, through S, rewards it.

If S > 2t, the closed shell is no longer a minimum. Put u = cos2θ; the derivative −2t + Su vanishes at u = 2t/S, where

E(θ) − E(0) = −(S − 2t)²/(2S)

A broken-symmetry determinant now lies lower. The response calculation is oscillating about a point that has turned from a valley into a ridge along this direction, and there a small disturbance grows exponentially instead of oscillating. That is what the imaginary frequency reports.

**Q:** TDA starts from the same faulty reference. Why does it not collapse too?

**A:** Because it combines two stiffnesses differently. A + B is one of them. A − B is the other: it resists the same opposite rotation of the two spins when the mixing coefficient is imaginary, ±√(−1) sinθ. The site populations and the size of γ₁₂ then stay fixed, and only its phase changes, oppositely for the two spins. Instead of separating, the spins flow in opposite directions through the bond. Only the kinetic energy changes, by 2t(1 − cos2θ) ≈ 4tθ² = 2(A−B)θ². Where both stiffnesses are positive,

ω = √[(A+B)(A−B)]   (geometric mean)
ω_TDA = ½[(A+B) + (A−B)]   (arithmetic mean)

ω_TDA − ω = ½[√(A−B) − √(A+B)]² ≥ 0

A product vanishes when one factor does; a sum does not. At the instability the full root is zero and TDA still has (A−B)/2, which is t here.

The approach differs as well. For Hartree-Fock, S = W, and differentiating ω² = 4t² − 2tW gives

dω/dt = (4t − W)/ω

This diverges as ω → 0, so the full root drops like a square root. The TDA slope is 2 throughout.

**Q:** That explains why TDA is smoother and higher. It does not show that it is closer to the truth.

**A:** Correct, and that needs the true gap. Two electrons on two sites can be solved exactly. Write |pq⟩ for up-spin on site p and down-spin on site q.

The triplet (|12⟩ − |21⟩)/√2 has energy V. Hopping takes |12⟩ and |21⟩ to the same combination −t(|11⟩ + |22⟩), so the two contributions cancel.

In the singlet ground state, (|12⟩ + |21⟩)/√2 with energy V couples to (|11⟩ + |22⟩)/√2 with energy U. Here the contributions add, and the coupling is −2t. The lower eigenvalue of this two-by-two problem is

E₀ = (U+V)/2 − R/2,  R = √(W² + 16t²)

The exact triplet gap of the model is therefore

ω_T = V − E₀ = (R − W)/2

Compare Hartree-Fock. Its closed-shell determinant has equal weight on covalent and ionic configurations, so E_HF = −2t + (U+V)/2. Then

V − E_HF = 2t − W/2 = ω_TDA

The Hartree-Fock TDA gap is the exact triplet energy minus the uncorrelated ground-state energy. Its error is the ground state's missing correlation energy:

ω_T − ω_TDA = E_HF − E₀ = |E_c| = (R − 4t)/2

This is positive for W > 0. As long as the reference is stable, the order is

ω < ω_TDA < ω_T

So for Hartree-Fock in this model, TDA is the better of the two throughout the stable region. In a larger molecule the triplet is correlated too, and the error is no longer purely that of the ground state.

**Q:** But B is supposed to bring in ground-state correlation. Should it not correct that error?

**A:** In this triplet gap it acts with the wrong sign. Expand for W much smaller than t:

ω_T = 2t − W/2 + W²/(16t) + …
ω_TDA = 2t − W/2
ω = 2t√(1 − W/2t) = 2t − W/2 − W²/(16t) + …

Correlation should lower the ground state and widen the gap by W²/(16t). Including B narrows it by the same amount. At leading order the full error is W²/(8t), twice the TDA error. For W = 0.1 eV and t = 2.6 eV the computed ratio is 2.01. The advantage of TDA thus begins well before the instability; the instability makes it large.

**Q:** Can you follow the root with numbers?

**A:** Take U = 10 eV and V = 5 eV, so W = 5 eV, and let t decrease. For Hartree-Fock, in eV:

t = 4.0: full 4.90, TDA 5.50, exact 5.88
t = 3.0: full 2.45, TDA 3.50, exact 4.00
t = 2.6: full 1.02, TDA 2.70, exact 3.27
t = 2.5: full 0, TDA 2.50, exact 3.09
t = 2.0: full 2.00i, TDA 1.50, exact 2.22

At t = 2.6 eV the arithmetic is

A − B = 5.2 eV,  A + B = 5.2 − 5.0 = 0.2 eV
ω = √(5.2 × 0.2) = 1.02 eV
ω_TDA = (5.2 + 0.2)/2 = 2.70 eV

The full root is 2.25 eV below the exact gap and TDA is 0.57 eV below it, the size of the missing correlation energy. The slopes with respect to t are 5.3 for full response, 2.0 for TDA and 1.8 for the exact gap. TDA follows the trend much better, but its value is still too low.

At t = 2.0 eV, ω² = 4 × (4 − 5) = −4 eV². A disturbance grows by a factor e in ħ/|ω| = 0.33 fs. This is a property of the mean-field equation about a bad reference, not a decay time you could measure. The broken-symmetry minimum has cos2θ = 4/5, so θ = 18.4°, and lies 1²/10 = 0.10 eV below the closed shell.

**Q:** So once the full root is imaginary, can I simply trust TDA?

**A:** No. A real number is not a certificate. For Hartree-Fock, ω_TDA = 2t − W/2 passes through zero at t = W/4, here 1.25 eV. At t = 1.0 eV it is −0.50 eV, while the exact gap is +0.70 eV. The negative value says that the triplet lies below the closed-shell determinant. That is true of that determinant and false of the real ground state.

In the limit t → 0 the failure is complete. Expanding R gives ω_T ≈ 4t²/W, a small positive gap between two weakly coupled spins, whereas TDA tends to −W/2.

There is a related feature in the numerical output. The imaginary root is largest in size at t = 1.25 eV, 2.50i eV, and has shrunk slightly to 2.45i eV at t = 1.0 eV. Since B = −W/2 is fixed, ω² = A² − B² is most negative where A = 0, the very point at which TDA changes sign. The slight shrinkage beyond it is no recovery of the reference, because A + B keeps falling.

**Q:** We use hybrids, not Hartree-Fock. Does the same ordering hold?

**A:** The ordering ω ≤ ω_TDA holds for a stable reference. The position of the exact gap relative to them does not carry over, because an approximate functional can err either way. Since TDA is the higher of the two, it is closer when the true gap lies above their midpoint:

ω_T > ½(ω + ω_TDA)

To turn this into a condition on S, use 2t − S = ω²/(2t), which makes ω_TDA = t + ω²/(4t). The midpoint becomes

½[t + ω + ω²/(4t)] = (2t + ω)²/(8t)

Setting it equal to ω_T gives the crossover:

ω* = √(8tω_T) − 2t
S* = 2t − ω*²/(2t)

This requires ω_T > t/2, so that ω* is positive. The midpoint falls as S grows, so TDA wins for S* < S ≤ 2t. If ω_T is below t/2, full response stays closer right up to the instability.

With t = 2.6 eV and I = 2 eV, the spin parameter is S = 2 + 3c in eV. The errors relative to the exact 3.27 eV are, in eV:

c = 0: full +0.81, TDA +0.93
c = 0.25: full +0.30, TDA +0.56
c = 0.50: full −0.30, TDA +0.18
c = 0.75: full −1.05, TDA −0.195
c = 1: full −2.25, TDA −0.57

The crossover follows from ω* = √(8 × 2.6 × 3.27) − 5.2 ≈ 3.05 eV. This gives S* ≈ 3.41 eV and c ≈ 0.47, in agreement with a direct search for equal errors. Below it TDA makes the triplet worse in this scan, because I = 2 eV leaves S too small and both results too high or nearly so.

Notice also that the TDA error changes sign between c = 0.50 and 0.75. A perfect TDA triplet at some c in between would be a cancellation, not evidence that the functional is right. And the value 0.47 belongs to these parameters; it is not a recommended exchange fraction. Even the existence of a crossover depends on the choice of I: for I above S* ≈ 3.41 eV, TDA would be closer at every c with a stable reference. Real π bonds can behave that way. For planar ethylene, full response with a pure GGA such as PBE already puts the lowest triplet too low, and TDA is closer even with no exact exchange.

**Q:** What if the functional were perfect? Would TDA still help?

**A:** In this model it would hurt, if we use the exact static kernel. We can construct it by asking how the exact ground state responds to a weak staggered spin field, −b(m₁ − m₂), where mp = np↑ − np↓.

In the functional description m₁ = sin2θ ≈ 2θ and m₂ = −m₁. We minimize

2(A+B)θ² − 4bθ

This gives θ = b/(A+B) and m₁ = 2b/(A+B). So a measured static m₁ determines A + B.

For the exact state, m₁ − m₂ is +2 on |12⟩, −2 on |21⟩ and 0 on the ionic configurations. Acting on the covalent part of the ground state, it gives twice the triplet. If P is the covalent weight, first-order perturbation theory mixes in the triplet with amplitude 2b√P/ω_T. The expectation value of m₁ − m₂ is then 8bP/ω_T, so

m₁ = 4bP/ω_T
A + B = ω_T/(2P)

The covalent weight is the coefficient of V in the energy, hence P = ∂E₀/∂V = ½(1 + W/R). This gives A + B = ω_T R/(R+W), which is positive for any t > 0: the exact functional has no such instability here.

The Kohn-Sham potential is local and equal on both sites, so the orbital gap is 2t. A local spin kernel contributes equally to A and B, so A − B = 2t. From R² − W² = 16t² and R − W = 2ω_T we have R + W = 8t²/ω_T, and therefore

ω² = 2t ω_T R/(R+W) = ω_T² R/(4t)

Because R > 4t, full response lies above the exact gap, by a factor √(R/4t) that grows as t falls, and TDA lies higher still. At t = 2.6 eV they give 3.44 and 3.74 eV, against 3.27 eV. The remaining error of full response comes from ignoring the frequency dependence of the kernel.

So TDA does not add missing physics to the triplet. It reacts less strongly than the full root to an A + B that the approximate functional has made too small, and this can offset part of the error. With the exact static A + B there is nothing to offset, and dropping B does harm. An A + B that is only nearly right does not decide the matter. For weak repulsion, the Hartree-Fock value 2t − W agrees with the exact one to first order in W, yet TDA has the smaller error, because the errors of both methods are themselves of order W².

**Q:** My molecule has hundreds of orbital pairs. How much of this survives?

**A:** The inequality and the protection at the instability survive, with conditions. Let P now denote the matrix A + B and M the matrix A − B, for real orbitals, with P non-negative and M positive definite. The squared full roots are the eigenvalues of M^½ P M^½.

Let v be the normalized lowest eigenvector of A, with TDA energy λ. Using M^(−½)v as a trial vector gives

ω_min² ≤ (vᵀPv)/(vᵀM⁻¹v) ≤ (vᵀPv)(vᵀMv) ≤ λ²

The first step is the variational principle. The second is the Cauchy-Schwarz inequality, (vᵀMv)(vᵀM⁻¹v) ≥ 1. The third holds because the two factors add up to 2λ, and a geometric mean cannot exceed an arithmetic one. So the lowest full root is not above the lowest TDA root.

Also, A = ½(P + M) with P non-negative, so

λ ≥ ½ × (lowest eigenvalue of M)

At the instability P has a zero eigenvalue, but TDA stays at or above this positive bound. Both inequalities were tested on sample matrices, including ones with a singular P. What does not survive in general is the statement that TDA is closer to the truth. That still depends on the functional and the molecule.

**Q:** What should I do with the next suspicious triplet?

**A:** Compute the lowest eigenvalue of A + B, which is the triplet stability test of the closed-shell reference, and run both full response and TDA. In the two-level case their difference is ½[√(A−B) − √(A+B)]², so a large splitting with a small A + B points to the mechanism described here. Then change the exchange fraction. If the full root moves steeply and TDA moderately, the full number is mostly reporting the approaching instability.

In that situation TDA is the better estimate provided the true gap lies above the midpoint of the two results. The two calculations alone cannot tell you whether it does, so check against a method that correlates the ground state and the triplet on an equal footing. This matters particularly for singlet fission, where twice the triplet energy is compared with the singlet energy, so any triplet error enters doubled. If A + B is already negative, the closed-shell reference itself is in doubt, and a real TDA energy does not remove that doubt.

Values computed for the example and the checks

```
U = 10.0 eV, V = 5.0 eV, W = 5.0 eV, I = 2.0 eV
Integrals: J = 7.500 eV, K = 2.500 eV
Hartree-Fock response (c = 1), all energies in eV, omega^2 in eV^2
    t    A+B    A-B  omega^2   full     TDA   exact
 4.00  3.000  8.000   24.000  4.899    5.500   5.882
 3.00  1.000  6.000    6.000  2.449    3.500   4.000
 2.60  0.200  5.200    1.040  1.020    2.700   3.270
 2.50  0.000  5.000    0.000  0.000    2.500   3.090
 2.00 -1.000  4.000   -4.000  2.000i   1.500   2.217
 1.25 -2.500  2.500   -6.250  2.500i   0.000   1.036
 1.00 -3.000  2.000   -6.000  2.449i  -0.500   0.702
Correlation energy at t = 2.6 eV: -0.570 eV
Slopes d(omega)/dt at t = 2.6 eV (no unit):
  full 5.295, TDA 2.000, exact 1.803
Full/TDA error ratio at W = 0.1 eV, t = 2.6 eV: 2.010
TDA root reaches zero at t = 1.250 eV
Growth time hbar/|omega| at t = 2.0 eV: 0.329 fs
Broken-symmetry lowering at t = 2.0 eV: 0.100 eV
Broken-symmetry angle at t = 2.0 eV: 18.43 degrees
Instability position for each exchange fraction
  c = 0.00: t = 1.000 eV
  c = 0.25: t = 1.375 eV
  c = 0.50: t = 1.750 eV
  c = 1.00: t = 2.500 eV
Hybrid scan at t = 2.6 eV, exact gap 3.270 eV
    c   S/eV  full/eV  TDA/eV  full err/eV  TDA err/eV
 0.00  2.000    4.079   4.200        0.809       0.930
 0.25  2.750    3.569   3.825        0.300       0.555
 0.50  3.500    2.973   3.450       -0.297       0.180
 0.75  4.250    2.223   3.075       -1.047      -0.195
 1.00  5.000    1.020   2.700       -2.250      -0.570
Crossover: c = 0.472, S = 3.415 eV
Exact static kernel at t = 2.6 eV: S = 2.919 eV
  full 3.444 eV, error 0.174 eV
  TDA 3.741 eV, error 0.471 eV
```
